\section*{Flat equilibrium conductivity and dispersive transients in multiple trapping}

\section{One trap level}

Let a positive carrier be either free in a band, with mobility $\mu_0$, or held by one kind of immobile trap. Capture has rate $c$ and release has rate $r$. The probability $p(t)$ of being free obeys
\begin{equation}
\frac{dp}{dt}=-cp+r(1-p).
\end{equation}
Setting the derivative to zero gives the equilibrium share $\theta=r/(c+r)$. Since $r=(c+r)\theta$, the equation becomes $dp/dt=-(c+r)(p-\theta)$, so
\begin{equation}
p(t)=\theta+[p(0)-\theta]e^{-(c+r)t}.
\end{equation}

Two experiments start this equation differently. Sudden injection into the band has $p(0)=1$: the current falls as carriers find traps. In equilibrium $p(0)=\theta$, and the free share does not change. A weak uniform field moves the free carriers but alters neither $c$ nor $r$. With instantaneous scattering the current follows the field at once, whatever its frequency. Trapping reduces the equilibrium conductivity by the factor $\theta$ without giving it a memory.

Trap levels spread widely in depth can turn the exponential decay after injection into a power law, as the exponential tail treated below does. They do not change the equilibrium argument.

\section{Why the equilibrium response is flat}

The algebra uses atomic units, with carrier charge 1; $k_BT$ is an energy and fields vary as $e^{-i\omega t}$. The conductivity $\sigma$ is that of the carriers, without displacement current. The band is nondegenerate, its edge is flat, and the contacts pass current freely. Let $n_c$ be the free density, and let trap class $i$ have density $N_i$, filled density $n_i$, capture coefficient $C_i$ and release rate $r_i$. In mean field,
\begin{align}
\frac{\partial n_i}{\partial t}&=C_in_c(N_i-n_i)-r_in_i,\label{kin}\\
\frac{\partial n_c}{\partial t}&=-\nabla\cdot(\mu_0Fn_c-D_0\nabla n_c)-\sum_i\frac{\partial n_i}{\partial t},
\end{align}
with $D_0=\mu_0k_BT$. In equilibrium capture balances release in every class, and $n_c$ is uniform because the band edge is flat. Apply a uniform field $F(t)$. Both $\nabla\cdot(\mu_0Fn_c)$ and $\nabla n_c$ vanish, and the trap balance is untouched, so the equilibrium densities still solve the equations. Therefore
\begin{equation}
j(t)=\mu_0n_cF(t),\qquad \sigma(\omega)=\mu_0n_c .\label{flat}
\end{equation}

The trap densities may vary from place to place, provided that they leave the band edge flat. The rates may also depend on the field, provided that they are smooth and even functions of it: their change then has no linear term and drops out of linear response.

A master equation on a ring of 12 equal band sites tests this. Each site had one trap, with random capture rates between 0.2 and 2 and release rates between $10^{-3}$ and 1, in units of the hop rate. At four angular frequencies from $10^{-4}$ to $10^2$ hop rates, the response divided by the equilibrium free share was 1.0000000. On the same ring, carriers injected into the band had a free share that fell from 1 to 0.060 after ten hop times and finally to 0.0073. The equilibrium start gave 0.0073 throughout.

\subsection{Finite scattering time}

Let a free carrier have velocity variance $v_0^2$ along the field, and let scattering randomize its velocity at rate $\gamma$. Capture also erases the velocity, and release restores a random one. A correlation with the initial velocity survives only if neither event has occurred:
\begin{equation}
\langle v(0)v(t)\rangle=\theta v_0^2e^{-(\gamma+c)t},\qquad t>0.
\end{equation}
For total carrier density $n$, linear response gives
\begin{equation}
\sigma(\omega)=\frac{n}{k_BT}\int_0^\infty\langle v(0)v(t)\rangle e^{i\omega t}dt
=\frac{n\theta v_0^2}{k_BT(\gamma+c-i\omega)} .
\end{equation}
When $\gamma\gg c,\omega$, this becomes $n\theta\mu_0$ with $\mu_0=v_0^2/(\gamma k_BT)$, which is Eq.~\eqref{flat}. The trapped times enter only through $\theta$, because a carrier forgets its velocity before or at capture.

\subsection{Uneven band edges}

The argument needs a flat edge. On a ring of $L$ band sites with unequal energies, let $g_m$ be the equilibrium one-way hopping flux across bond $m$. Write the occupation of site $m$ as its equilibrium value times $1+\xi_m$. With unit spacing, the linear current across the bond is
\begin{equation}
j_m=g_m\left(\frac{F}{k_BT}+\xi_m-\xi_{m+1}\right).
\end{equation}
At high frequency the occupations cannot follow, so $\xi_m=0$ and the mean current is $\bar gF/k_BT$, with $\bar g$ the arithmetic mean. At zero frequency every bond carries the same $j$. Dividing by $g_m$ and summing around the ring cancels the differences of $\xi$:
\begin{equation}
j\sum_m\frac1{g_m}=\frac{LF}{k_BT}.
\end{equation}
The harmonic mean now replaces $\bar g$. It is smaller unless all bonds are equal, so the conductivity depends on frequency.

\section{Why injected carriers give a dispersive current}

Let $f_i=n_i/N_i$ in equilibrium, and add a small excess $\delta n_c$, $\delta n_i$. Linearizing Eq.~\eqref{kin} gives
\begin{equation}
\frac{d\delta n_i}{dt}=C_iN_i(1-f_i)\delta n_c-(r_i+C_in_c)\delta n_i .
\end{equation}
Equilibrium requires $C_in_c(1-f_i)=r_if_i$, hence $r_i+C_in_c=r_i/(1-f_i)$. Define
\begin{equation}
a_i=C_iN_i(1-f_i),\qquad b_i=\frac{r_i}{1-f_i}.
\end{equation}
For one unit of charge put into the band at $t=0$, the Laplace transform of the trap equation is $\delta\tilde n_i=a_i\delta\tilde n_c/(s+b_i)$. Conservation gives $s\delta\tilde n_c+s\sum_i\delta\tilde n_i=1$. Thus
\begin{equation}
\delta\tilde n_c(s)=\frac1{Q(s)},\qquad
Q(s)=s\left[1+\sum_i\frac{a_i}{s+b_i}\right].
\end{equation}
The free share starts at 1 and tends to $1/(1+\sum_ia_i/b_i)$.

In time of flight the charge enters as a thin sheet at $x=0$ and drifts through a thickness $d$. Let $v=\mu_0F$ and $t_0=d/v$, and neglect diffusion and space charge. The transformed density obeys $Q\tilde n+v\,d\tilde n/dx=\delta(x)$, so $\tilde n=e^{-Qx/v}/v$. At constant voltage a free unit charge contributes $v/d$ to the external current. Hence
\begin{equation}
\tilde I(s)=\frac vd\int_0^d\frac{e^{-Qx/v}}v\,dx
=\frac{1-e^{-Qt_0}}{Qt_0}.\label{tof}
\end{equation}

\subsection{An exponential tail}

Let the density of traps at depth $\epsilon$ be $g_0e^{-\epsilon/E_0}$. Take $N_c=g_0k_BT$ band states, release rate $\nu e^{-\epsilon/k_BT}$ and capture coefficient $\nu/N_c$, as detailed balance requires. Put $\alpha=k_BT/E_0<1$, $u=e^{-\epsilon/k_BT}$ and $u_F=n_c/N_c$. Equilibrium gives $f/(1-f)=u_F/u$, so $1-f=u/(u+u_F)$. With $d\epsilon/k_BT=du/u$ in magnitude, the traps in $du$ have
\begin{equation}
a=\frac{\nu u^\alpha du}{u+u_F},\qquad b=\nu(u+u_F).
\end{equation}
For $s,\nu u_F\ll\nu$ the upper limit $u=1$ may be moved to infinity and the separate band term $s$ dropped. Partial fractions then give
\begin{equation}
Q\simeq\nu\int_0^\infty u^\alpha\left[\frac1{u+u_F}-\frac1{u+u_F+s/\nu}\right]du .
\end{equation}
Differentiating with respect to $A=u_F+s/\nu$ leaves $\nu\int_0^\infty u^\alpha(u+A)^{-2}du=\nu A^{\alpha-1}\pi\alpha/\sin(\pi\alpha)$. Integrating back from $A=u_F$, where $Q=0$, yields
\begin{equation}
Q\simeq K\left[(s+\nu_F)^\alpha-\nu_F^\alpha\right],\quad
K=\frac{\pi\nu^{1-\alpha}}{\sin\pi\alpha},\quad \nu_F=\nu u_F.\label{Q}
\end{equation}
At times well inside the interval from $1/\nu$ to $1/\nu_F$ this is $Q\simeq Ks^\alpha$: carriers keep finding deeper traps, and no single release time governs them. Beyond $1/\nu_F$, $Q$ is proportional to $s$ and the free share becomes constant.

At early times $e^{-Qt_0}$ is negligible and $\tilde I\simeq1/(Qt_0)$. At late times expansion gives $\tilde I\simeq1-Qt_0/2$, whose constant contributes only at $t=0$. Inverting the powers of $s$,
\begin{equation}
I_{\rm early}=\frac{t^{\alpha-1}}{Kt_0\Gamma(\alpha)},\qquad
I_{\rm late}=\frac{\alpha Kt_0\,t^{-1-\alpha}}{2\Gamma(1-\alpha)} .
\end{equation}
Equating them, with $\alpha\Gamma(\alpha)=\Gamma(1+\alpha)$, gives the crossing time
\begin{equation}
t_T=\left[\frac{(Kt_0)^2\Gamma(1+\alpha)}{2\Gamma(1-\alpha)}\right]^{1/(2\alpha)}
\propto\left(\frac dF\right)^{1/\alpha}.\label{transit}
\end{equation}
The apparent mobility $d/(Ft_T)$ therefore depends on thickness and field, although $\mu_0$ does not.

\section{How large the contrast is}

The example takes rough parameters in the regime of holes in hydrogenated amorphous silicon: $T=300$~K, $E_0=0.045$~eV, $\mu_0=1$~cm$^2$/Vs, $\nu=10^{12}$~s$^{-1}$ and $g_0=4\times10^{21}$~eV$^{-1}$cm$^{-3}$. The Fermi level is 0.70~eV from the mobility edge, the film is 5000~nm thick and the field is 0.02~MV/cm. Then $\alpha=0.025852/0.045=0.5745$.

The free density is $n_c=1.80\times10^8$~cm$^{-3}$. Restoring the elementary charge,
\begin{equation}
\sigma=(1.602\times10^{-19})(1.80\times10^8)(1)
=2.9\times10^{-11}\ \text{S/cm},
\end{equation}
or $6.3\times10^{-16}$ atomic units. This is the model's hole conductivity at every frequency.

For the transient, $t_0=2.5\times10^{-8}$~s, so $\nu t_0=2.5\times10^4$. With $\pi/\sin(\pi\alpha)=3.230$, Eq.~\eqref{transit} reads
\begin{equation}
(\nu t_T)^\alpha=\frac{3.230\times2.5\times10^4}{2.162}=3.73\times10^4,
\end{equation}
where $2.162=[2\Gamma(1-\alpha)/\Gamma(1+\alpha)]^{1/2}$. Hence $t_T=9.1\times10^{-5}$~s, more than three thousand trap-free transit times. The apparent mobility is
\begin{equation}
\frac d{Ft_T}=\frac{5\times10^{-4}}{(2\times10^4)(9.1\times10^{-5})}
=2.7\times10^{-4}\ \text{cm}^2/\text{Vs}.
\end{equation}

Relative to the current with all carriers free, the transient is $1.5\times10^{-3}$ at $10^{-7}$~s, $2.1\times10^{-4}$ at $10^{-5}$~s and $2.0\times10^{-6}$ at $10^{-3}$~s. Its logarithmic slope at $10^{-3}t_T$ is $-0.426$, as $\alpha-1$ requires. At $100t_T$ it is $-1.60$, slightly steeper than $-1-\alpha=-1.57$. Part of the difference follows from Eq.~\eqref{Q}: the shift $s+\nu_F$ multiplies the late law by $e^{-\nu_Ft}$ and adds $-\nu_Ft$ to the slope. Here $\nu_F=\nu n_c/N_c=1.74$~s$^{-1}$, so this part is $-0.016$. These late values belong to the trap model without screening. At $100t_T=9$~ms, a quarter of the dielectric relaxation time found below, the response of the equilibrium holes would steepen the slope to about $-2.1$ if the entrance contact holds the hole density fixed; a contact that instead fixes the entering current leaves it near $-1.60$.

Halving the field at fixed thickness lengthens the time for collecting half the charge from $9.2\times10^{-5}$ to $3.0\times10^{-4}$~s. The ratio is 3.31; the power law gives $2^{1/\alpha}=3.34$.

The equilibrium free share is $3.1\times10^{-6}$, whereas a small excess finally reaches $5.3\times10^{-6}$. The difference comes from trap filling. The total trapped density is
\begin{equation}
n_t=N_c\int_0^\infty\frac{u^{\alpha-1}u_F}{u+u_F}du
=N_c\frac{\pi u_F^\alpha}{\sin\pi\alpha}\propto n_c^\alpha .
\end{equation}
Therefore $dn_t/dn_c=\alpha n_t/n_c$, and the excess share is larger by the factor $1/\alpha=1.74$ when both shares are small.

\section{Where frequency dependence does appear}

Suppose that light generates carriers in the band at a modulated rate $Ge^{-i\omega t}$, with negligible recombination. The total excess is $G/(-i\omega)$ and its free part is $G/Q(-i\omega)$. The ratio $-i\omega/Q(-i\omega)$ is the free share of the modulated excess. Its magnitude in the example is $1.0\times10^{-4}$ at 1~kHz, $1.9\times10^{-3}$ at 1~MHz and $3.7\times10^{-2}$ at 1~GHz. Fast modulation leaves carriers less time to reach deep traps.

This ratio describes newly injected carriers. Using it in place of $\theta$ in the equilibrium conductivity would assume that the field continually puts carriers into the band. A weak uniform field does not do so.

\section{Real films and practical use}

In real hydrogenated amorphous silicon, hole transients near room temperature are dispersive, and the tail width and band mobility used here are of typical rough size. The Fermi level is not typical of an undoped film, where it lies roughly 1~eV from the hole mobility edge; that choice would lower the hole conductivity by about five orders of magnitude. Electrons are left out. Real films also break the assumption of an even band edge. On the test ring, one random set of edge energies with 26~meV rms made the high-frequency response 1.47 times the low-frequency one; other sets with the same rms mostly give factors between 1.3 and 1.9. In three dimensions carriers can go around high places, so the one-dimensional figure exaggerates the effect.

Other omissions have these sizes:
\begin{itemize}
\item With the free-electron mass, the nominal scattering time is $5.7\times10^{-16}$~s. Its product with the total capture rate is $10^{-3}$, and $(\omega\tau)^2$ at 1~THz is $1.3\times10^{-5}$. The implied free path at thermal speed, about 0.07~nm, is shorter than a bond, so free flight between collisions is only a formal picture here and these sizes are nominal.
\item Hopping within pairs of tail states, for a localization length of 0.5~nm, would add about 0.03\% of the band conductivity at 1~MHz and 2\% at 1~GHz if the pairs were cut off from the band. They are not: capture and release restore a pair's polarization, so its hopping carries current even at zero frequency. There a pair with equilibrium one-way hopping flux $g$, whose traps each have equilibrium capture flux $\kappa$, contributes in proportion to $g/(1+2g/\kappa)$, provided that band carriers pass quickly between the two traps; slower band transport makes the contribution smaller. Summed over pairs, this gives roughly 2\% from zero frequency to 1~MHz, and about 3\% at 1~GHz. These are rough sizes, since hops among more than two states are ignored.
\item At $10^{15}$~cm$^{-3}$, deep defects with the tail's capture coefficient would catch 21\% of the carriers during a transit. This reduces the collected charge if they are not released in time.
\item If empty traps attracted carriers by a Coulomb force, the field would lower their barriers by 0.031~eV, more than $k_BT$, and speed release. The tail states are taken as neutral when empty.
\item Diffusion would spread the arrival position by about 7\% of the thickness. An injected sheet of $10^9$~cm$^{-2}$ is 0.8\% of the electrode charge, so it disturbs the applied field little. With contacts that pass current freely, however, the steady hole current is $5.8\times10^{-7}$~A/cm$^2$, above the transient current of this sheet at $10^{-4}$~s, $3.6\times10^{-7}$~A/cm$^2$, and must be subtracted.
\end{itemize}

A flat conductivity does not show that traps are absent. If the measured carrier conductivity varies with frequency, the causes to examine include uneven band edges, hopping between localized states, blocking contacts and velocity memory. The carrier part can also be hard to isolate. The dielectric relaxation time here is 0.037~s, so at 1~MHz the displacement current exceeds the hole current by $\omega\times0.037\ \text{s}=2.3\times10^5$.

To probe the traps, use injection or modulated light. Keep the injected charge small, finish the measurement, including the late decay, well before dielectric relaxation, and vary thickness and field separately. If the crossing time follows $(d/F)^{1/\alpha}$ and both slopes give the same $\alpha$, the data are consistent with an exponential tail. State the thickness and field with any mobility obtained in this regime. The equilibrium conductivity must be measured separately or calculated from $n_c$, since the transient mobility multiplied by the total carrier density does not give it. The numerical output lists the remaining values.

\section*{Computed values}
\begin{verbatim}
T = 300 K; kT = 0.02585 eV; tail = 0.045 eV
alpha = 0.5745; attempt rate = 1.0e+12 1/s
thickness = 5000 nm; field = 0.020 MV/cm
band mobility = 1.00 cm2/Vs; Fermi depth = 0.70 eV
edge density of states = 4.0e+21 1/(eV cm3)
band states N_c = 1.034e+20 1/cm3
free density n_c = 1.799e+08 1/cm3
equilibrium hole conductivity = 2.883e-11 S/cm
the same conductivity = 6.267e-16 atomic units
equilibrium free share = 3.069e-06
late free share of small excess = 5.343e-06
ring equilibrium free share = 0.00731
ring omega/hop rate 1e-04: response/share = 1.0000000
ring omega/hop rate 1e-02: response/share = 1.0000000
ring omega/hop rate 1e+00: response/share = 1.0000000
ring omega/hop rate 1e+02: response/share = 1.0000000
ring time*hop rate 0e+00: share equilibrium, injected = 0.00731, 1.00000
ring time*hop rate 1e+00: share equilibrium, injected = 0.00731, 0.38399
ring time*hop rate 1e+01: share equilibrium, injected = 0.00731, 0.06001
ring time*hop rate 1e+06: share equilibrium, injected = 0.00731, 0.00731
trap-free transit t0 = 2.500e-08 s
total capture rate = 1.741e+12 1/s
crossing time t_T = 9.093e-05 s
time 1e-07 s: current/all-free current = 1.490e-03
time 1e-06 s: current/all-free current = 5.594e-04
time 1e-05 s: current/all-free current = 2.104e-04
time 1e-04 s: current/all-free current = 5.549e-05
time 1e-03 s: current/all-free current = 2.011e-06
early slope at 9.09e-08 s = -0.4257; law -0.4255
late slope at 9.09e-03 s = -1.6030; law -1.5745
half-charge time, full field = 9.217e-05 s
half-charge time, half field = 3.048e-04 s
their ratio = 3.3068; law = 3.3419
modulated injection 1e+03 Hz: |s/Q| = 1.008e-04
modulated injection 1e+06 Hz: |s/Q| = 1.898e-03
modulated injection 1e+09 Hz: |s/Q| = 3.720e-02
nominal scattering time, free mass = 5.686e-16 s
capture rate * scattering time = 9.897e-04
(omega*tau)^2 at 1 THz = 1.276e-05
localization length = 0.50 nm; tail-state spacing = 1.771 nm
pair hopping/band conductivity at 1e+06 Hz = 3.471e-04
pair hopping/band conductivity at 1e+09 Hz = 1.770e-02
1D ring, edge rms 0.02585 eV: high/low response = 1.471
field drop over localization length/kT = 3.868e-02
Coulomb barrier lowering, relative permittivity 12 = 0.0310 eV
deep defects 1.0e+15 1/cm3: captures per transit = 0.242
fraction lost to deep defects = 0.215
diffusion spread/thickness = 0.0719
injected sheet = 1.0e+09 1/cm2; sheet/electrode charge = 7.540e-03
demarcation depth at t_T = 0.4738 eV
injected density/states below it = 4.149e-04
dielectric relaxation time, holes only = 3.686e-02 s
\end{verbatim}
